The Pitzer-Gwinn hindered rotor: derivation, limits and measured error

Q: A methyl-like top turns against a barrier. Its levels are neither those of an oscillator nor those of a free rotor. Why should a closed partition function exist at all?

A: An exact one in elementary form is not on offer. What can be built is an interpolation whose error can be calculated. The model is one angle φ, a constant reduced moment of inertia I, no coupling to other motions, and

H = −B d²/dφ² + V(φ), B = ħ²/2I
V(φ) = (V₀/2)(1 − cos nφ).

Wave functions have period 2π, and energies are measured from the potential minimum. I divide the sum over all levels by the symmetry number n, because the n wells are taken to be indistinguishable orientations. Write β = 1/kT. Energies are in cm⁻¹, the natural unit here.

Q: Start with what can be done exactly.

A: The classical integral can. With angular momentum p,

Q_cl = (1/nh) ∫dp e^(−p²/2IkT) ∫₀^{2π}dφ e^(−V/kT).

The momentum integral is √(2πIkT) = ħ√(πkT/B), since I = ħ²/2B. For the angle, put v = V₀/2kT, so that −V/kT = −v + v cos nφ. The modified Bessel function is defined by

I₀(v) = (1/2π)∫₀^{2π} e^(v cos θ) dθ,

and replacing θ by nφ only runs through the same period n times, so the angular integral is 2πe^(−v)I₀(v). With h = 2πħ,

Q_cl = (1/n) √(πkT/B) e^(−v) I₀(v).

Q: That has no zero-point energy and no level spacing. At low temperature it must be badly wrong.

A: It is, and the cure is borrowed from the oscillator at the bottom of a well. There V ≈ n²V₀φ²/4, so the force constant is n²V₀/2 and

(ħω)² = ħ²(n²V₀/2)/I = n²V₀B, ħω = n√(V₀B).

Let x = ħω/kT. The quantum oscillator sum, zero-point energy included, is a geometric series:

Q_HO = Σₖ e^(−x(k+1/2)) = e^(−x/2)/(1 − e^(−x)) = 1/[2 sinh(x/2)].

The classical oscillator has kT/ħω = 1/x. The quantum-to-classical ratio is therefore (x/2)/sinh(x/2). Pitzer and Gwinn's approximation assumes that the same ratio corrects the hindered rotor:

Q_PG = (1/n) √(πkT/B) e^(−v) I₀(v) · (x/2)/sinh(x/2).

Q: "Assumes" is the word that worries me. Does it at least reduce to the free rotor?

A: Let V₀→0 at fixed T. Then v→0, I₀→1, x→0 and the last factor tends to 1, which leaves √(πkT/B)/n. This is the classical free rotor. The quantum one has levels Bm² with m any integer. Poisson summation, which replaces a sum over integers by the sum of the Fourier transforms of the summand, gives

Σₘ e^(−βBm²) = √(πkT/B) [1 + 2e^(−π²kT/B) + …].

The two agree up to an exponentially small relative amount when kT exceeds B. When kT is well below B, the free limit of Q_PG is wrong.

Q: And the oscillator? There are n wells and a Bessel function to dispose of.

A: For large v the integrand of I₀ is concentrated near θ = 0. With 1 − cos θ ≈ θ²/2 − θ⁴/24,

e^(−v)I₀(v) ≈ (1/π)∫₀^∞ e^(−vθ²/2)(1 + vθ⁴/24) dθ.

The Gaussian integral is ½√(2π/v), and the Gaussian mean of θ⁴ is 3/v². Hence

e^(−v)I₀(v) ≈ (2πv)^(−1/2) (1 + 1/8v).

Since 2πv = πV₀/kT, the classical factor becomes

Q_cl ≈ (1/n)√(πkT/B)√(kT/πV₀)(1 + 1/8v) = (kT/ħω)(1 + kT/4V₀).

The n wells have cancelled the symmetry number. Multiplication by (x/2)/sinh(x/2) gives Q_PG → 1/[2 sinh(x/2)]. This step needs only V₀/kT→∞: the ratio Q_PG/Q_HO is 1 + kT/4V₀ whatever x is. Whether the exact sum also tends to Q_HO is a separate matter. As shown below, it does so at fixed x, where B decreases as the barrier grows; for the exact sum, cooling a given rotor is a different limit.

Q: We will return to that. What is the exact result to compare with?

A: The Schrödinger equation is Mathieu's equation. Put z = nφ/2, so that d²/dφ² = (n²/4)d²/dz². Dividing −(n²B/4)ψ″ + (V₀/2)(1 − cos 2z)ψ = Eψ by −n²B/4 gives

ψ″ + [a − 2q cos 2z]ψ = 0
a = 4(E − V₀/2)/(n²B), q = −V₀/(n²B).

Turning by 2π/n leaves H unchanged and multiplies ψ by a phase e^(2πis/n), with s = 0, …, n−1, because n such turns must restore ψ. In plane waves e^{imφ}, block s contains m = s modulo n. The diagonal elements are Bm² + V₀/2, and −V₀/4 couples m to m ± n. For n = 3, the block s = 0 gives the A levels; s = 1 and s = 2 are complex conjugates and give degenerate E levels.

Q: Would a real symmetric top not have restrictions on which levels go with which nuclear spin states?

A: Yes. Dividing the full sum by n ignores them, which is safe while each block contributes nearly one n-th of the sum. In the example below, the A-block sum at 100 K differs from one third of the full sum by a relative 2×10⁻⁵.

Q: Now the error. Can you predict it, or only tabulate it?

A: It can be predicted in two regimes. The first is weak quantum effects: small x at fixed v. I need the first quantum correction to Q_cl. The trace in plane waves is

Q = (1/2πn) Σₘ ∫dφ e^(−imφ) e^(−βH) e^(imφ).

The function F = e^(−βH)e^(imφ) obeys ∂F/∂β = BF″ − VF. Write F = exp[imφ − β(Bm² + V)] w, with w = 1 at β = 0. Primes denote d/dφ. Inserting this and cancelling the exponential leaves

∂w/∂β = B[w″ + 2(im − βV′)w′ + (−βV″ + β²V′² − 2imβV′)w].

Now count powers of ħ at fixed momentum ħm: Bm² is of order ħ⁰, Bm of order ħ, and B of order ħ². Expand w = 1 + w₁ + w₂ + …. At first order,

∂w₁/∂β = −2imBβV′, w₁ = −imBβ²V′.

At second order,

∂w₂/∂β = B(−βV″ + β²V′²) + 2imBw₁′ − 2imBβV′w₁
= B(−βV″ + β²V′²) + 2B²m²(β²V″ − β³V′²).

Integration over β gives

w₂ = B(−β²V″/2 + β³V′²/3) + B²m²(2β³V″/3 − β⁴V′²/2).

Q: You still have a sum over m.

A: By Poisson summation it may be replaced by an integral, with exponentially small corrections when kT ≫ B. The term w₁ is odd in m and drops out. The Gaussian mean of m² is 1/(2βB), so

mean of w₂ = Bβ²V″(−1/2 + 1/3) + Bβ³V′²(1/3 − 1/4)
= −Bβ²V″/6 + Bβ³V′²/12.

Next average over φ with weight e^(−βV), denoted ⟨ ⟩. Integration by parts over a full period gives β⟨V′²⟩ = ⟨V″⟩. Therefore

Q/Q_cl ≈ 1 − (β²B/12)⟨V″⟩.

Here V″ = (n²V₀/2)cos nφ, and ⟨cos nφ⟩ = I₁(v)/I₀(v) ≡ r, where I₁ = dI₀/dv. Since β²n²V₀B = x²,

Q/Q_cl ≈ 1 − (x²/24) r.

Pitzer-Gwinn has (x/2)/sinh(x/2) ≈ 1 − x²/24 instead. The difference is

ln(Q_PG/Q) ≈ −(x²/24)(1 − r).

The physical reason is visible in ⟨V″⟩. The oscillator factor uses the curvature at the minimum everywhere, whereas the rotor also visits the barrier top, where the curvature is negative and reduces the correction. Q_PG is therefore too small in this regime.

Q: Then the "correction" could make matters worse than leaving the classical result alone.

A: It can. To this order the classical relative error is +x²r/24 and the Pitzer-Gwinn error is −x²(1 − r)/24. The second is larger in size when r < 1/2. Numerically r = 1/2 at v = 1.159, or V₀ = 2.32 kT. For hotter rotors the plain classical function is better, though both errors are then decreasing with temperature.

Q: Small x excludes the cold, stiff torsions for which people want a quantum correction.

A: That is the second regime: a high barrier at fixed x. The next term of the potential is −V₀n⁴φ⁴/48, which I treat to first order. Write φ = ℓ(b + b†), with b the oscillator lowering operator. Then

φ²|k⟩ = ℓ²[√(k(k−1))|k−2⟩ + (2k+1)|k⟩ + √((k+1)(k+2))|k+2⟩].

The squared norm is ⟨φ⁴⟩ = ℓ⁴(6k² + 6k + 3). In the ground state the mean potential energy is half of ħω/2, so n²V₀ℓ²/4 = ħω/4. Thus ℓ² = ħω/(n²V₀) and ℓ⁴ = B/(n²V₀). The shift of level k is

δEₖ = −(V₀n⁴/48)(3B/n²V₀)(2k²+2k+1) = −(n²B/16)(2k²+2k+1).

Q: And its thermal mean?

A: Use 2k²+2k+1 = ½[(2k+1)² + 1]. With y = x/2, the oscillator sum is Z = Σₖ e^(−(2k+1)y) = 1/(2 sinh y). Two derivatives bring down (2k+1)²:

mean of (2k+1)² = (1/Z) d²Z/dy² = 2coth²y − 1.

The mean of 2k²+2k+1 is therefore coth²y. To first order ln Q changes by −β times the mean shift:

ln Q ≈ ln Q_HO + (n²B/16kT) coth²(x/2).

From the Bessel expansion, ln Q_PG ≈ ln Q_HO + kT/4V₀. Since n²B/kT = x²kT/V₀,

ln(Q_PG/Q) ≈ (kT/4V₀){1 − [(x/2)coth(x/2)]²}.

This is negative, because tanh y < y for y > 0. Tunnelling between wells has been neglected.

Q: Do your two laws agree where both should hold?

A: They do. For small y, y coth y ≈ 1 + y²/3, so the brace is about −2y²/3 = −x²/6 and the second law becomes −(x²/24)(kT/V₀). In the first law I need r at large v. Integrating by parts, I₁/v is the integral of sin²θ e^(v cos θ)/2π, while dI₁/dv is that of cos²θ e^(v cos θ)/2π. Their sum is I₀, so

dr/dv = 1 − r/v − r².

Inserting r = 1 − c/v − d/v² and matching powers gives c = 1/2 and d = 1/8. Thus 1 − r ≈ 1/2v = kT/V₀, and the laws coincide.

Q: Show me numbers.

A: Take round parameters: n = 3, B = 10 cm⁻¹, V₀ = 1000 cm⁻¹. Then ħω = 3√10000 = 300 cm⁻¹. At 300 K, kT = 0.695035 × 300 = 208.5 cm⁻¹, so v = 1000/417.0 = 2.398 and x = 300/208.5 = 1.439. The factors are e^(−v)I₀ = 0.2768 and (x/2)/sinh(x/2) = 0.9187:

Q_cl = (1/3)√(π × 20.85) × 0.2768 = 0.747
Q_PG = 0.747 × 0.9187 = 0.686.

The exact sum is 0.701, so Q_PG is 2.2% low. Percentage errors relative to the exact sum are as follows; the last two columns are the predicted Pitzer-Gwinn errors, with the logarithms converted to ratios.

T/K    PG     class.   harm.   weak   barrier
100   −6.9   +84.2    −8.6   −5.5   −6.6
200   −3.2   +16.7    −7.3   −2.9   −2.9
300   −2.2    +6.4    −9.0   −2.1   −1.9
500   −1.3    +1.8   −12.9   −1.3   −1.1
1000  −0.51   +0.26  −15.2   −0.51  −0.54

At 100 K, x = 4.3 is not small and the barrier law is the closer one. At 1000 K, v = 0.72 lies outside the barrier law's regime, so its near agreement there carries no weight. The sizes of the classical and Pitzer-Gwinn errors in ln Q cross at 607 K; the leading-order condition V₀ = 2.32 kT predicts about 620 K.

Q: One barrier proves little. Is the error worst at some intermediate height?

A: It depends on the temperature. For this rotor at 300 K the intermediate hump is not the largest error; the program gives

V₀/cm⁻¹   error/%
50        −0.41
200       −1.32
700       −2.24
2000      −2.08
5000      −2.15
20000     −2.45

The laws explain this shape. Since x² = 2v n²B/kT, the weak-quantum law can be written

ln(Q_PG/Q) ≈ −(n²B/12kT) v(1 − r).

The function v(1 − r) starts at zero and, by the expansion of r, approaches 1/2 from above as 1/2 + 1/8v. It must therefore pass through a maximum, which produces the first hump. At still higher barriers x becomes large, and the second law tends to −n²B/16kT. That law was derived at fixed x, but the limit stands on its own: at large x only the ground level of each well counts, so ln Q − ln Q_HO is −β times its shift, and corrections beyond the first-order quartic shift carry extra powers of n²ℓ² = ħω/V₀, which vanishes as V₀ grows. This is larger in size than the −n²B/24kT reached by the first law, so at 300 K the error grows again. For this rotor at 300 K the final value is −90/(16 × 208.5) = −0.027. The next correction to the ground level is also negative and dies away only as V₀^(−1/2), more slowly than the term kT/4V₀, so the limit is approached from slightly beyond. At 300 K the overshoot is negligible, but for a cold rotor the worst error does lie at an intermediate barrier: at 30 K, ln(Q_PG/Q) is −0.284 at V₀ = 100 cm⁻¹, against the limit −0.270. That point refers to the full sum divided by n and lies where the division is doubtful: the ground A–E splitting is 4.8 cm⁻¹, and the A-block sum exceeds one third of the full sum by 13%. At V₀ = 500 cm⁻¹, where the blocks agree to 0.4%, the value is −0.276, still beyond the limit. At a given V₀/kT, and provided kT is at least about B, the size of the error is set by n²B/kT: light tops, many-fold barriers and low temperatures are unfavourable.

Q: So the oscillator limit is not reached with vanishing error when only the barrier grows?

A: Correct. The quartic shift −n²B/16 of the ground level does not depend on V₀. It becomes negligible compared with ħω, but not compared with a fixed kT.

Q: Then cooling a given rotor must be fatal.

A: It is fatal for the ratio. Here the exact ground level is E₀ = 144.13 cm⁻¹, against ħω/2 = 150 cm⁻¹; the quartic shift accounts for most of the difference, giving 144.38 cm⁻¹. When kT is far below ħω but above the tunnelling splitting, the n lowest levels count as one after division by n, and

Q_PG/Q ≈ exp[−(ħω/2 − E₀)/kT].

At 10 K this is exp(−5.87/6.95) = 0.43, in agreement with the full calculation. Below the splitting, 0.004 cm⁻¹ here, one non-degenerate level survives. Then Q → e^(−E₀/kT)/n, and the ratio acquires a factor n:

Q_PG/Q → n exp[−(ħω/2 − E₀)/kT].

Since E₀ < ħω/2, it still tends to zero. In that range division by n is itself doubtful, because the blocks no longer contribute equally.

Q: Thermochemistry needs free energies, entropies and heat capacities. Does a ratio tending to zero ruin those?

A: Less than it suggests, because the free energy contains kT ln Q. Both v and x are proportional to β, and apart from constants

ln Q_PG = −½ ln β − v + ln I₀(v) + ln x − ln sinh(x/2).

With U = −∂ln Q/∂β,

U/kT = ½ + v − vr − 1 + (x/2)coth(x/2)
= −½ + v(1 − r) + (x/2)coth(x/2).

The entropy is S/k = ln Q + U/kT. For the heat capacity, C/k = β²∂²ln Q/∂β². The terms contribute ½ from −½ ln β, v²dr/dv from ln I₀, −1 from ln x, and (x/2)²/sinh²(x/2) from the last term. Using the equation for dr/dv,

C/k = −½ + v²(1 − r²) − vr + (x/2)²/sinh²(x/2).

The differences, Pitzer-Gwinn minus exact, are δA in J/mol and δS and δC in J/(mol K):

T/K    δA     δS      δC
100    59   +0.112  −0.162
200    55   +0.002  −0.097
300    56   −0.011  +0.027
500    55   +0.016  +0.049
1000   43   +0.024  −0.017

At 300 K the exact entropy is 7.34 J/(mol K), so the entropy error is about 0.15% of it. At 100 K the exact value is only 0.81 J/(mol K), and the error is 14%. On further cooling, as long as kT stays far above the tunnelling splitting, the absolute errors stay small but the relative ones do not: the term kT/4V₀ in ln Q_PG leaves a part kT/2V₀ in both S/k and C/k, while the exact values fall exponentially until only a small remainder of order (Δ/kT)² is left, with Δ the splitting (the exact C is 0.006 J/(mol K) at 0.1 K). At 50 K the entropies are 0.17 (Pitzer-Gwinn) and 0.03 (exact) J/(mol K). Near and below the splitting, around 0.01 K here, this no longer holds: Q → e^(−E₀/kT)/n drives the entropy of the divided sum to −k ln n, or −9.13 J/(mol K), and its heat capacity rises again on the way (5.3 J/(mol K) at 0.003 K). Q_PG shows neither feature; this is the range where division by n is doubtful.

Q: Why is the free-energy error nearly constant while the error in Q changes fivefold between 100 and 500 K?

A: In the weak-quantum regime δA = −kT ln(Q_PG/Q) ≈ (n²B/12)v(1 − r) per molecule. The explicit temperature has cancelled, and v(1 − r) varies slowly once v exceeds about 1. At 100 K the other law applies, with δA ≈ (n²B/16)coth²(x/2) − (kT)²/4V₀, which also stays finite on cooling. The entropy error is −dδA/dT, so it is small where δA is flat.

Q: What stops you from having made the same mistake in the formula and in the check?

A: The comparisons use separate calculations. The classical factor is tested by phase-space quadrature, the A levels against library Mathieu values, and the E levels by integrating the differential equation over one period. Both error laws are tested against level sums as their small parameters (x² at fixed v, and kT/V₀ at fixed x) shrink by four: the relative deviation falls from 0.42% to 0.11% for the weak-quantum law, and from 0.56% to 0.14% for the barrier law. These tests concern the one-dimensional model. They say nothing about a molecule whose B varies with φ, whose potential has unequal wells, or whose torsion mixes with other vibrations.

Values computed for the example and the checks

```
n = 3, B = 10.0 cm^-1, V0 = 1000.0 cm^-1
k = 0.695035 cm^-1/K, hbar*omega = 300.000 cm^-1
Mathieu |q| = 11.1111
E0 exact = 144.1326 cm^-1, harmonic = 150.0000 cm^-1
E0 with quartic shift = 144.3750 cm^-1
ground tunnelling splitting = 0.003955 cm^-1
A-block sum / (full sum/3) - 1 at 100 K = 1.77e-05
T/K   v       x       exp(-v)I0  quantum factor
 100  7.1939  4.3163  0.15157    0.50544
 200  3.5969  2.1582  0.21945    0.82940
 300  2.3980  1.4388  0.27676    0.91868
 500  1.4388  0.8633  0.37681    0.96961
1000  0.7194  0.4316  0.55213    0.99228
T/K   Q exact   Q PG      Q class   Q harm
 100  0.128175  0.119324  0.236079  0.117100
 200  0.414369  0.400933  0.483400  0.384309
 300  0.701438  0.685945  0.746660  0.638518
 500  1.289491  1.272510  1.312392  1.123189
1000  2.712526  2.698572  2.719569  2.298895
Errors in %: PG, classical, harmonic; PG laws: weak, barrier
 100    -6.905    84.185    -8.640    -5.463    -6.573
 200    -3.242    16.659    -7.254    -2.944    -2.919
 300    -2.209     6.447    -8.970    -2.104    -1.867
 500    -1.317     1.776   -12.897    -1.294    -1.093
1000    -0.514     0.260   -15.249    -0.512    -0.541
T/K  A_PG-A (J/mol); S exact, PG; C exact, PG (J/mol/K)
 100    59.49  0.8126  0.9248  2.6655  2.5034
 200    54.81  4.1625  4.1650  6.9374  6.8401
 300    55.71  7.3373  7.3263  8.4824  8.5090
 500    55.11  11.6715  11.6878  8.0733  8.1227
1000    42.88  16.4740  16.4979  5.8334  5.8166
Barrier scan at 300 K: V0/cm^-1, PG error/%
      50    -0.405
     200    -1.325
     700    -2.241
    2000    -2.079
    5000    -2.155
   20000    -2.446
Q_PG/Q_exact at 10 K = 0.4308
I1/I0 = 1/2 at v = 1.1593, V0/kT = 2.3186
equal PG and classical errors: T = 607.3 K
predicted from I1/I0 = 1/2: T = 620.5 K
weak-law relative deviations: 0.00418, 0.00105
barrier-law relative deviations: 0.00557, 0.00137
```
